# Magnetic moment and radius of the lowest massless bag mode

## Problem

A single massless Dirac particle of charge $q$ is confined to a fixed sphere of radius $R$. Inside, it is free. At the surface its wave function obeys the bag condition

$$
-i\,\boldsymbol\gamma\cdot\hat{\mathbf r}\,\psi=\psi\qquad (r=R),
$$

where $\hat{\mathbf r}$ is the outward normal. Find the magnetic moment and the root-mean-square radius of the mode of lowest positive energy, as closed expressions and as numbers.

The units are $\hbar=c=1$. They suit the problem better than atomic units, because there is no mass and $R$ is the only length. With $c$ restored, moments are in units of $qcR$. The Dirac matrices are in the standard representation,

$$
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad
\boldsymbol\gamma=\begin{pmatrix}0&\boldsymbol\sigma\\ -\boldsymbol\sigma&0\end{pmatrix},\qquad
\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},
$$

and $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, so that $\sigma_r^2=1$.

The boundary condition does confine the particle. Since $\boldsymbol\gamma^\dagger=-\boldsymbol\gamma$ and $\boldsymbol\gamma$ anticommutes with $\gamma^0$, its adjoint is $\bar\psi=i\bar\psi\,\boldsymbol\gamma\cdot\hat{\mathbf r}$, with $\bar\psi=\psi^\dagger\gamma^0$. Multiplying the original condition by $\bar\psi$ from the left gives $\bar\psi\psi=-i\bar\psi\boldsymbol\gamma\cdot\hat{\mathbf r}\psi$. Multiplying the adjoint by $\psi$ from the right gives the same quantity with the opposite sign. Both $\bar\psi\psi$ and the normal current $\bar\psi\boldsymbol\gamma\cdot\hat{\mathbf r}\psi$ therefore vanish at the surface.

## First estimate by scaling

With $R$ as the only length, the energy must be a number divided by $R$, the moment a number times $qR$, and the radius a number times $R$. Rough pictures supply the numbers.

For the energy, take the lowest $s$ wave that vanishes at the wall, $\sin(kr)/r$ with $kR=\pi$. A massless particle has $E=k$, so $E\approx\pi/R$. For the moment, recall that a free Dirac particle of mass $m$ at rest has $\mu=q/2m$, and put $E$ in place of $m$:

$$
\mu\approx\frac{q}{2E}\approx\frac{qR}{2\pi}\approx0.159\,qR .
$$

For the radius, spread the particle uniformly over the ball:

$$
\langle r^2\rangle\approx\frac{\int_0^R r^4dr}{\int_0^R r^2dr}=\frac35R^2,\qquad r_{\rm rms}\approx0.775\,R .
$$

These are guesses: the wave function need not vanish at the wall, and a confined particle is not at rest.

## Exact solution

### The mode and its energy

Try

$$
\psi=N\begin{pmatrix}j_0(Er)\,\chi\\ i\sigma_r\,j_1(Er)\,\chi\end{pmatrix},\qquad \chi^\dagger\chi=1,
$$

where $j_0(t)=\sin t/t$ and $j_1(t)=\sin t/t^2-\cos t/t$. With $\mathbf p=-i\nabla$, the equation $\boldsymbol\alpha\cdot\mathbf p\,\psi=E\psi$ requires $\boldsymbol\sigma\cdot\mathbf p$ to turn each block into $E$ times the other. Since $j_0'=-j_1$,

$$
\boldsymbol\sigma\cdot\mathbf p\,j_0(Er)\chi=-i\sigma_r\,\frac{d j_0(Er)}{dr}\chi=E\,i\sigma_r j_1(Er)\chi .
$$

In the other direction, the radial field $\hat{\mathbf r}j_1$ has no curl, so only its divergence remains:

$$
\boldsymbol\sigma\cdot\mathbf p\,i\sigma_r j_1(Er)\chi=\left(\frac{d}{dr}+\frac2r\right)j_1(Er)\,\chi=E\,j_0(Er)\chi .
$$

Both equations hold. At the wall,

$$
-i\boldsymbol\gamma\cdot\hat{\mathbf r}\,\psi=N\begin{pmatrix}j_1\chi\\ i\sigma_r j_0\chi\end{pmatrix},
$$

which equals $\psi$ if $j_0(x)=j_1(x)$, where $x=ER$. Multiplying this condition by $x^2$ gives $x\sin x=\sin x-x\cos x$, or

$$
\tan x=\frac{x}{1-x},\qquad x=2.042787 .
$$

This is the first positive root.

### Why no other mode lies lower

Let $\Omega$ be an angular spinor with $\boldsymbol\sigma\cdot\mathbf L\,\Omega=-(\kappa+1)\Omega$, where $\kappa$ is a nonzero integer. Then $\sigma_r\Omega$ belongs to $-\kappa$. Write

$$
\psi=\frac1r\begin{pmatrix}u\,\Omega\\ i\sigma_r v\,\Omega\end{pmatrix},\qquad
\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\frac{\partial}{\partial r}-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
$$

In the variable $t=Er$, the Dirac equation becomes

$$
u'=-\frac{\kappa}{t}u-v,\qquad v'=\frac{\kappa}{t}v+u,
$$

and the wall condition is $u=v$ for every $\kappa$.

For $\kappa=-(l+1)$ the regular solution is $u=tj_l$, $v=tj_{l+1}$. The ratio $\rho_l=j_{l+1}/j_l$ obeys

$$
\rho_l'=\frac{v'}{u}-\frac{vu'}{u^2}=1-\frac{2l+2}{t}\rho_l+\rho_l^2 ,
$$

and starts as $t/(2l+3)$. It stays positive until its first pole, because at a zero its slope would be $+1$. For $l>0$ the difference $\delta=\rho_0-\rho_l$ starts positive and satisfies

$$
\delta'=\left(\rho_0+\rho_l-\frac2t\right)\delta+\frac{2l}{t}\rho_l .
$$

If $\delta$ fell to zero, its slope there would be $2l\rho_l/t>0$, which contradicts a fall from positive values. Hence $0<\rho_l<\rho_0$ up to the first pole of $\rho_0$. At $t=x$, where $\rho_0$ first reaches 1, every other $\rho_l$ is still below 1.

For $\kappa=l>0$ the regular solution is $u=tj_l$, $v=-tj_{l-1}$, and the wall condition reads $\rho_{l-1}=-1$. This cannot be met for $t\le x$, where all the ratios are positive. The mode found above is therefore the lowest, with two spin states. The next two levels in the numerical output, which covers $|\kappa|\le3$, are $ER=3.2039$ for $\kappa=-2$ and $3.8115$ for $\kappa=+1$.

### The current and the moment

Let $\mathbf n=\chi^\dagger\boldsymbol\sigma\chi$ be the unit vector along the spin. The two cross terms between upper and lower blocks give

$$
\psi^\dagger\boldsymbol\alpha\psi=iN^2j_0j_1\,\chi^\dagger[\boldsymbol\sigma,\sigma_r]\chi .
$$

From $[\sigma_i,\sigma_j]=2i\epsilon_{ijk}\sigma_k$, the commutator is $2i\,\hat{\mathbf r}\times\boldsymbol\sigma$. Since $i\cdot2i=-2$,

$$
\psi^\dagger\boldsymbol\alpha\psi=-2N^2j_0j_1\,\hat{\mathbf r}\times\mathbf n=2N^2j_0j_1\,\mathbf n\times\hat{\mathbf r} .
$$

For $q>0$ the charge current circulates about the spin axis in the right-handed sense. The moment is

$$
\boldsymbol\mu=\frac q2\int\mathbf r\times(\psi^\dagger\boldsymbol\alpha\psi)\,d^3r .
$$

This is the quantity that enters the first-order energy in a weak uniform field $\mathbf B$: with $\mathbf A=\mathbf B\times\mathbf r/2$, the perturbation $-q\boldsymbol\alpha\cdot\mathbf A$ has the expectation value $-\boldsymbol\mu\cdot\mathbf B$.

The cross product is $\mathbf r\times(\mathbf n\times\hat{\mathbf r})=r[\mathbf n-\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf n)]$. The average of $\hat r_i\hat r_j$ over directions is $\delta_{ij}/3$, so the bracket averages to $\tfrac23\mathbf n$. Define

$$
A=\int_0^x t^3j_0j_1\,dt,\qquad B=\int_0^x t^2(j_0^2+j_1^2)\,dt .
$$

Normalization requires $4\pi N^2B/E^3=1$. Therefore $\boldsymbol\mu=\mu\mathbf n$ with

$$
\mu=\frac q2\cdot2N^2\cdot\frac23\cdot4\pi\,\frac{A}{E^4}=\frac{2q}{3E}\,\frac AB=\frac{2qR}{3x}\,\frac AB .
$$

### The integrals

For this mode $u=tj_0$, $v=tj_1$, and $\kappa=-1$ gives $u'=u/t-v$, $v'=u-v/t$. Three derivatives are needed:

$$
\begin{aligned}
(uv)'&=u^2-v^2,\\
[t(u^2+v^2)]'&=u^2+v^2+2t(uu'+vv')=3u^2-v^2,\\
(tu^2)'&=u^2+2tuu'=3u^2-2tuv .
\end{aligned}
$$

In the second line the products $\mp2tuv$ cancel. Subtracting twice the first line from the second leaves $u^2+v^2$, the integrand of $B$. The lower limit contributes nothing, and at the wall $u=v=\sin x$, so

$$
B=\left[t(u^2+v^2)-2uv\right]_0^x=2(x-1)\sin^2x .
$$

The first line integrates to $\int_0^x(u^2-v^2)dt=\sin^2x$. Adding this to $B$ and halving gives

$$
\int_0^xu^2dt=\frac{2x-1}{2}\sin^2x .
$$

The third line, with $A=\int_0^x tuv\,dt$, then yields

$$
A=\frac12\left(3\int_0^xu^2dt-x\sin^2x\right)=\frac{4x-3}{4}\sin^2x .
$$

The factor $\sin^2x$ cancels in $A/B$:

$$
\boxed{\;\mu=qR\,\frac{4x-3}{12x(x-1)}\;}
$$

Numerically, $4x-3=5.17115$ and $12x(x-1)=25.562$, so $\mu=0.2023\,qR$.

### The radius

Let $C=\int_0^xt^2(u^2+v^2)\,dt$. Because $t=Er$, the mean square radius is $\langle r^2\rangle=C/(E^2B)=R^2C/(x^2B)$. Differentiation gives

$$
\begin{aligned}
[t^3(u^2+v^2)]'&=3t^2(u^2+v^2)+2t^2(u^2-v^2),\\
(t^2uv)'&=2tuv+t^2(u^2-v^2).
\end{aligned}
$$

The second line integrates to

$$
\int_0^xt^2(u^2-v^2)dt=x^2\sin^2x-2A .
$$

Insert this in the integral of the first:

$$
3C=2x^3\sin^2x-2(x^2\sin^2x-2A)=\left[2x^2(x-1)+4x-3\right]\sin^2x .
$$

Division by $3x^2B=6x^2(x-1)\sin^2x$ gives

$$
\boxed{\;\frac{\langle r^2\rangle}{R^2}=\frac13+\frac{4x-3}{6x^2(x-1)}\;}
$$

The last term is $2\mu/(qRx)$, so the two results are linked by $\langle r^2\rangle=R^2/3+2\mu/(qE)$. With the numbers above,

$$
\frac{\langle r^2\rangle}{R^2}=0.33333+\frac{2(0.202296)}{2.042787}=0.5314,\qquad r_{\rm rms}=0.729\,R .
$$

Direct three-dimensional quadrature of the density and current, for a tilted spin, agrees with both closed forms; the values are in the numerical output.

## Comparison

The estimated moment, $0.159\,qR$, is about 21% below the exact value. To see where the difference comes from, define $g$ by $\mu=g(q/2E)\tfrac12$. The exact result gives

$$
g=\frac{4x\mu}{qR}=\frac{4x-3}{3(x-1)}=1.653 ,
$$

whereas the estimate used $g=2$ and $x=\pi$. Hence

$$
\frac{\mu_{\rm exact}}{\mu_{\rm estimate}}=\frac{\pi}{2.0428}\cdot\frac{1.653}{2}=1.538\times0.826=1.27 .
$$

The two errors partly cancel. The energy is lower than $\pi/R$ because the bag condition asks for $j_1/j_0=1$, which is reached before $j_0$ has its zero. The lower energy raises the moment; the smaller $g$ reduces it.

The estimated radius is about 6% too large. The reason follows from the density, which is proportional to $j_0^2+j_1^2$:

$$
\frac{d}{dt}(j_0^2+j_1^2)=-2j_0j_1+2j_1\left(j_0-\frac{2j_1}{t}\right)=-\frac{4j_1^2}{t}\le0 .
$$

The density falls outward, so the radius must be smaller than that of a uniform ball. The fall is moderate: relative to the centre, the density at the wall is $2(0.436005)^2=0.380$. It does not vanish there, although the normal current does.

### A second case: the $\kappa=+1$ mode

The first $\kappa=+1$ level shows how the moment depends on the mode. Up to a phase, its wave function has the two blocks of the lowest mode exchanged. Neither $\psi^\dagger\psi$ nor $\psi^\dagger\boldsymbol\alpha\psi$ changes its form under this exchange, so the same integrals apply. The wall condition becomes $j_0(y)=-j_1(y)$, with $y=ER=3.8115$. With $u=tj_0$ and $v=tj_1$ as before, $v=-u$ at the wall. Writing $w=u(y)$, the antiderivatives now give

$$
B=2(y+1)w^2,\qquad \int_0^yu^2dt=\frac{2y+1}{2}w^2,\qquad A=\frac{4y+3}{4}w^2 ,
$$

and therefore

$$
\mu=qR\,\frac{4y+3}{12y(y+1)}=\frac{18.246}{220.07}\,qR=0.083\,qR .
$$

In the radius, $t^2uv$ also changes sign at the wall, so $3C=[2y^2(y+1)+4y+3]w^2$. The relation $\langle r^2\rangle=R^2/3+2\mu/(qE)$ survives and gives $r_{\rm rms}=0.61R$. For $q>0$ the moment is parallel to the total angular momentum in both modes, but here it is only 41% as large. The higher energy contributes a factor $2.0428/3.8115=0.536$, and the drop of $g$ from 1.653 to 1.264 contributes the remaining 0.765.

## Numbers for a bag of 1 fm

Take the round values $R=1$ fm and $q=e$. With $\hbar c=197.327$ MeV fm, the energy is $E=x\hbar c/R=2.042787\times197.327=403.10$ MeV. In nuclear magnetons, $\mu_N=e\hbar/2m_p$, the moment is

$$
\frac{\mu}{\mu_N}=0.202296\,\frac{2m_pcR}{\hbar}=0.202296\times9.510=1.924 ,
$$

and the rms radius is 0.729 fm. The proton mass enters through the unit $\mu_N$ alone. Doubling $R$ would double the moment and the radius and halve the energy, leaving $\mu E$ unchanged.

These values belong to one particle in a rigid, static cavity. A particle mass $m$ adds a second length, $1/m$, so the formulas require $mR\ll1$. Motion of the surface, recoil of the bag and interactions between several confined particles are left out, and the digits quoted describe the model, not a measured hadron.

## Computed values

```
root x = E R (dimensionless): 2.042787
j0(x) = j1(x) (dimensionless): 0.436005
sin^2 x (dimensionless): 0.793284
first E R for kappa = -1 (dimensionless): 2.0428
first E R for kappa = -2 (dimensionless): 3.2039
first E R for kappa = -3 (dimensionless): 4.3273
first E R for kappa = +1 (dimensionless): 3.8115
first E R for kappa = +2 (dimensionless): 5.1231
first E R for kappa = +3 (dimensionless): 6.3711
integral A of t^3 j0 j1 (dimensionless): 1.025547
integral B of t^2 (j0^2+j1^2) (dimensionless): 1.654453
integral C of t^4 (j0^2+j1^2) (dimensionless): 3.668728
moment, closed form (q c R): 0.202296
moment, 3D quadrature (q c R): 0.202296
mean square radius, closed form (R^2): 0.531392
mean square radius, 3D quadrature (R^2): 0.531392
rms radius (R): 0.728966
rms radius of a uniform ball (R): 0.774597
g factor with mass replaced by E (dimensionless): 1.6530
largest finite-difference Dirac residual (1/R): 7.8e-09
example: bag radius (fm): 1.0
example: mode energy (MeV): 403.10
example: moment for q = e (nuclear magnetons): 1.9238
example: rms radius (fm): 0.7290
```
